# Peak Temperature in First-Order Thermal Desorption and the Redhead Approximation

## Problem

A layer of molecules desorbs from a surface while the sample is heated. The coverage $\theta$ obeys the first-order Polanyi–Wigner equation

$$-\frac{d\theta}{dt}=\nu\,\theta\,e^{-E/kT},\qquad T=T_0+\beta t,$$

where the barrier $E$ and the prefactor $\nu$ depend on neither coverage nor temperature, $\beta>0$ is a constant heating rate, nothing readsorbs, and the recorded signal is proportional to the desorption rate. The initial coverage is $\theta_0$.

(a) Derive the condition that fixes the temperature $T_p$ of maximum rate, and decide whether the maximum is unique and whether it depends on $\theta_0$ or $T_0$.

(b) Solve the condition in closed form, for $E$ at given $T_p$ and for $T_p$ at given $E$.

(c) A peak lies at $T_p=400$ K with $\beta=1$ K/s, and $\nu=10^{13}\ \mathrm{s^{-1}}$ is assumed; these are round model parameters. Find $E$ and test the Redhead approximation $E_R=kT_p[\ln(\nu T_p/\beta)-3.64]$ against it. Where is the approximation exact, and how does its error compare with the effect of an uncertain $\nu$?

Energies are in eV, with $k=8.617333\times10^{-5}$ eV/K.

## A first estimate by scaling

Two dimensionless numbers can be formed at the peak,

$$x=\frac{E}{kT_p},\qquad A=\frac{\nu T_p}{\beta},$$

and we write $L=\ln A$. The number $A$ counts the attempts a molecule makes in the time $T_p/\beta$ that the ramp would need to climb from zero to $T_p$.

A molecule stays on the surface for a mean time $\nu^{-1}e^{E/kT}$, and the layer empties when this time falls to the time scale of the experiment. Taking $T_p/\beta$ for that scale gives $e^{x}\approx A$, that is $x\approx L$. Here $A=4\times10^{15}$ and $L=35.9$, so $x$ is a number of order thirty to forty.

The time $T_p/\beta$ is too long, because nothing desorbs during most of the ramp. What counts is the interval over which the rate constant changes appreciably. Since $d(-E/kT)/dT=E/kT^2$, the rate constant grows by about a factor $e$ (exponent linearized at $T_p$) over $\Delta T=kT_p^2/E=T_p/x$, which the ramp crosses in a time $T_p/(x\beta)$. Matching the rate constant to the inverse of this time, up to an unknown factor $\gamma$ of order one,

$$\nu e^{-x}=\gamma\,\frac{x\beta}{T_p}\quad\Longrightarrow\quad x=L-\ln x-\ln\gamma .$$

For $x$ between thirty and forty, $\ln x$ moves only between about 3.4 and 3.7, so the last two terms may be lumped into one constant $c$. This gives the form $E\approx kT_p(L-c)$, and $c=3.64$ is the Redhead value. With $kT_p=0.034469$ eV,

$$E_R=0.034469\ \mathrm{eV}\times(35.92507-3.64)=0.034469\ \mathrm{eV}\times32.28507=1.1128\ \mathrm{eV}.$$

Scaling fixes neither $\gamma$ nor the best $c$.

## Exact solution

### The peak condition

Because $dT=\beta\,dt$, the rate per kelvin is

$$r(T)=-\frac{d\theta}{dT}=\frac{\nu}{\beta}\,\theta\,e^{-E/kT}.$$

It differs from the rate per second by the constant factor $1/\beta$, so both peak at the same temperature. The product rule gives

$$\frac{dr}{dT}=\frac{\nu}{\beta}e^{-E/kT}\frac{d\theta}{dT}+\frac{\nu}{\beta}\,\theta\,e^{-E/kT}\frac{E}{kT^2}.$$

Inserting $d\theta/dT=-r$ in the first term and recognizing $r$ in the second,

$$\frac{dr}{dT}=r\,g(T),\qquad g(T)=\frac{E}{kT^2}-\frac{\nu}{\beta}e^{-E/kT}.$$

The positive term in $g$ is the growth of the rate constant and the negative term is the loss of molecules. Since $r>0$ while any coverage remains, the rate is stationary only where $g=0$:

$$\frac{E}{kT_p^2}=\frac{\nu}{\beta}\,e^{-E/kT_p}.$$

This is the matching condition of the estimate with $\gamma=1$ exactly, because $E/kT_p^2=x/T_p$.

To count the roots, put $y=E/kT$, so that $E/kT^2=ky^2/E$, and take out a positive factor:

$$g=\frac{k}{E}\,e^{-y}\left[y^2e^{y}-\frac{\nu E}{k\beta}\right].$$

For $y>0$ the function $y^2e^y$ rises steadily from zero to infinity, so the bracket vanishes at exactly one $y$. Low temperature means large $y$ and $g>0$; high temperature means small $y$ and $g<0$. The rate therefore rises up to $T_p$ and falls beyond it, and there is a single maximum provided $T_0<T_p$. A ramp that starts above $T_p$ has $g<0$ throughout, and its rate only falls.

The history of the sample enters $dr/dT$ only through the factor $r$, so $T_p$ depends on neither $\theta_0$ nor $T_0$. Direct time integration of the rate equation puts the peak at 400.000 K for $(T_0,\theta_0)=(100\ \mathrm{K},1.0)$, $(200\ \mathrm{K},0.1)$ and $(390\ \mathrm{K},0.5)$. This independence belongs to first order. For $r=(\nu/\beta)\theta^2e^{-E/kT}$ the derivative of $\theta^2$ is $-2\theta r$, the loss term of $g$ becomes $2\theta(\nu/\beta)e^{-E/kT}$, and $\theta$ stays in the condition. With the same $E$, $\nu$ and $\beta$ the integrated second-order peak lies at 399.36 K for $\theta_0=1.0$ and at 427.82 K for $\theta_0=0.1$.

### Solution with the Lambert function

Multiplying the peak condition by $T_p\,e^{x}$ gives

$$x\,e^{x}=A .$$

The Lambert function $W$ is defined as the inverse of $w\mapsto we^{w}$. The derivative $(1+w)e^{w}$ is positive for $w>0$, where $we^w$ runs from zero to infinity, and $we^w\le0$ for $w\le0$. A positive argument thus has exactly one real solution, the principal branch, and

$$E=kT_p\,W\!\left(\frac{\nu T_p}{\beta}\right).$$

Only the ratio $\nu/\beta$ enters.

When $E$ is given, $A$ contains the unknown $T_p$, and the bracket form $x^2e^x=\nu E/k\beta$ is the useful one. Taking the positive square root gives $xe^{x/2}=\sqrt{\nu E/k\beta}$, and dividing by 2 makes the prefactor equal to the exponent:

$$\frac{x}{2}\,e^{x/2}=\frac12\sqrt{\frac{\nu E}{k\beta}}\quad\Longrightarrow\quad T_p=\frac{E}{kx}=\frac{E}{2k\,W\!\left(\tfrac12\sqrt{\nu E/k\beta}\right)} .$$

### Evaluating $W$ by hand

The logarithm of $xe^x=A$ is

$$x=L-\ln x,$$

which suggests the iteration $x_{n+1}=L-\ln x_n$. Subtracting the exact relation and writing $\epsilon_n=x_n-x$,

$$\epsilon_{n+1}=-\ln x_n+\ln x=-\ln\!\left(1+\frac{\epsilon_n}{x}\right)\approx-\frac{\epsilon_n}{x},$$

to first order in $\epsilon_n/x$. For large $x$ each step flips the sign of the error and divides it by about $x$. Starting from $x_0=e^{3.64}=38.09184$, the first iterate is $L-3.64$, so the Redhead formula is one step of this iteration from a fixed guess. With $L=35.92507$,

$$x_1=32.28507,\qquad x_2=35.92507-\ln 32.28507=32.45047,$$
$$x_3=35.92507-\ln 32.45047=32.44536,\qquad x_4=32.44551 .$$

The last value equals $W(4\times10^{15})=32.44551$ to the digits shown, and the computed ratio $\epsilon_3/\epsilon_2=-0.03082$ agrees with $-1/x$. Then

$$E=0.034469\ \mathrm{eV}\times32.44551=1.1184\ \mathrm{eV}=107.9\ \mathrm{kJ/mol}.$$

The numerical check after the text reaches the same value without the peak condition: it integrates the rate equation in time and adjusts $E$ until the simulated maximum lies at 400 K, finding 1.11838 eV.

### Coverage left at the peak

Separating variables in $d\theta/dT=-r$ gives $\ln(\theta/\theta_0)=-(\nu/\beta)\int_{T_0}^{T}e^{-E/kT'}dT'$. For the integral from zero, substitute $T'=T/u$, so that $dT'=-T\,du/u^2$ and $u$ runs from infinity down to 1:

$$\int_0^{T}e^{-E/kT'}dT'=T\int_1^\infty \frac{e^{-yu}}{u^{2}}\,du\equiv T\,E_2(y),\qquad y=\frac{E}{kT}.$$

If $T_0$ is low enough that the part from $0$ to $T_0$ is negligible, then at the peak $\ln(\theta_p/\theta_0)=-A\,E_2(x)=-xe^xE_2(x)$. Setting $u=1+s$ gives $e^xE_2(x)=\int_0^\infty e^{-xs}(1+s)^{-2}ds$. The factor $(1+s)^{-2}$ lies below 1 and, being convex, above its tangent $1-2s$; with $\int_0^\infty e^{-xs}ds=1/x$ and $\int_0^\infty se^{-xs}ds=1/x^2$ this yields $1-2/x<xe^xE_2(x)<1$. The fraction left is therefore above $1/e=0.368$ and tends to it as $x\to\infty$. Here $xe^xE_2(x)=0.94345$ and $\theta_p/\theta_0=e^{-0.94345}=0.389$. Unlike $T_p$, this fraction does depend on $T_0$ when the ramp starts close to the peak.

## Comparison

### The 400 K peak

The crudest estimate, $x\approx L$, overshoots by exactly $\ln x$, which is 3.48 on a true value of 32.45. For the Redhead form, subtracting $E=kT_p(L-\ln x)$ from $E_R=kT_p(L-c)$ cancels $L$:

$$E_R-E=kT_p(\ln x-c),\qquad f(x)\equiv\frac{E_R-E}{E}=\frac{\ln x-c}{x}.$$

With $\ln x=3.47956$,

$$E_R-E=0.034469\ \mathrm{eV}\times(3.47956-3.64)=0.034469\ \mathrm{eV}\times(-0.16044)=-5.5\ \mathrm{meV}.$$

The approximation gives 1.1128 eV (107.4 kJ/mol) against the exact 1.1184 eV (107.9 kJ/mol), low by 0.49 % of the exact value. The constant that would be exact for this peak is $\ln x=3.48$; a constant of 3.46 gives 1.1190 eV, high by 0.06 %.

The forward formula shows what the error means on the temperature axis. For a true barrier equal to $E_R$ the argument is $\tfrac12\sqrt{\nu E_R/k\beta}=1.7968\times10^{8}$, its Lambert function is 16.22042, and

$$T_p=\frac{1.11284\ \mathrm{eV}}{2\times8.617333\times10^{-5}\ \mathrm{eV/K}\times16.22042}=398.08\ \mathrm{K}.$$

### Range of validity

The relative error depends on $x$ alone, hence on $A$ alone. It vanishes only at $x_0=e^{c}=38.09$, which at 400 K corresponds to $\nu/\beta=x_0e^{x_0}/T_p=3.33\times10^{15}\ \mathrm{K^{-1}}$ and $E=1.313$ eV. The quotient rule gives

$$f'(x)=\frac{(1/x)\,x-(\ln x-c)}{x^2}=\frac{1+c-\ln x}{x^2},$$

which is positive for $x<e^{c+1}$ and negative beyond. So $f$ rises through zero at $x_0$, reaches its maximum $f=1/e^{c+1}=0.97\,\%$ at $x=e^{c+1}=103.5$, and then decays toward zero from above. The formula can never be high by more than that maximum. On the low side there is no bound: $f$ becomes steadily more negative as $x$ decreases, and $E_R$ itself turns negative for $L<c$, while $W(A)$ stays positive and tends to $A$ as $A\to0$, since $xe^x\approx x$ for small $x$. At large $A$ the absolute error $kT_p(\ln x-c)$ at fixed $T_p$ grows without limit, so the Redhead formula is not the asymptotic form of $W$ beyond the leading term $L$. It is a straight line in $L$ that crosses the exact curve at one point.

At $T_p=400$ K, with errors relative to the exact $E$:

| $\nu/\beta$ (K⁻¹) | $\ln x$ | $E$ (eV) | $E_R$ (eV) | $f$, 3.64 | $f$, 3.46 |
|---|---|---|---|---|---|
| $10^{8}$ | 3.061 | 0.7360 | 0.7160 | −2.71 % | −1.87 % |
| $10^{10}$ | 3.249 | 0.8882 | 0.8747 | −1.52 % | −0.82 % |
| $10^{12}$ | 3.408 | 1.0415 | 1.0335 | −0.77 % | −0.17 % |
| $10^{13}$ | 3.480 | 1.1184 | 1.1128 | −0.49 % | +0.06 % |
| $10^{14}$ | 3.546 | 1.1954 | 1.1922 | −0.27 % | +0.25 % |
| $10^{16}$ | 3.668 | 1.3500 | 1.3510 | +0.07 % | +0.53 % |

The error with 3.64 equals −1 % at $x=28.61$, that is at $\nu/\beta=1.91\times10^{11}\ \mathrm{K^{-1}}$ for this peak temperature. Because $f$ rises up to a maximum that is under 1 % and stays positive beyond it, the formula is good to 1 % of $E$ for every larger $\nu/\beta$ and worse for every smaller one. Each exact energy in the table is tested against a simulated spectrum.

### Sensitivity to the inputs

Differentiating $x+\ln x=L$ gives $(1+1/x)\,dx=dL$, so $dx/dL=x/(1+x)=0.97010$. Since $L=\ln\nu+\ln T_p-\ln\beta$ and $E=kT_px$,

$$\frac{\partial E}{\partial\ln\nu}=kT_p\frac{x}{1+x}=0.034469\ \mathrm{eV}\times0.97010=33.44\ \mathrm{meV},$$

and $\partial E/\partial\ln\beta$ is the negative of this. For the temperature, $T_p$ appears both in the prefactor and in $L$, with $\partial L/\partial T_p=1/T_p$:

$$\frac{\partial E}{\partial T_p}=kx+kT_p\frac{x}{1+x}\frac{1}{T_p}=k\left[x+\frac{x}{1+x}\right]=8.617333\times10^{-5}\ \mathrm{eV/K}\times(32.44551+0.97010)=2.880\ \mathrm{meV/K}.$$

Both derivatives are tested against finite differences of energies recovered from simulated spectra.

Assuming a prefactor ten times larger raises $E$ by $33.44\ \mathrm{meV}\times\ln10=77.0$ meV to first order, and by 77.1 meV, or 6.9 % of $E$, when $W$ is evaluated at $10A$. The sign follows from the physics: more attempts per second require a higher barrier to hold the layer until 400 K. This shift is 13.9 times the size of the Redhead error. That error in turn equals a misreading of the peak position by $5.53/2.880=1.92$ K, which matches the peak at 398.08 K found above. For this peak, then, the difference between $E_R$ and $E$ matters only when $\nu$ is known to much better than a factor of ten and $T_p$ to better than about 2 K; with a prefactor guessed to within a decade, the table rows for $10^{12}$ and $10^{14}\ \mathrm{K^{-1}}$ place $E$ between about 1.04 and 1.20 eV exactly and between 1.03 and 1.19 eV by the Redhead formula, so the choice of route is immaterial.

### Where the exact result itself fails

The Lambert formula is exact only within the model. If the barrier depends on coverage, as with lateral interactions in a mean-field description, differentiating $e^{-E(\theta)/kT}$ produces the extra factor $-E'(\theta)(d\theta/dT)/kT=+E'(\theta)\,r/kT$ in $g$. This term contains $\theta$, so the peak moves with $\theta_0$. By the time of the peak the coverage has already dropped to a fraction of its start, 0.389 in the constant-barrier example, so a coverage-dependent barrier is sampled over a wide range. If the prefactor varies as $T^m$, then $g$ gains the term $m/T$ and the condition becomes $x+m=Ae^{-x}$ with $\nu$ taken at $T_p$. Its logarithm is $x=L-\ln x-\ln(1+m/x)$, so $x$ shifts by about $-m/x$ to leading order in $1/x$, a relative change of $-m/x^2$ in $E$. Readsorption adds a gain term to the rate equation, so $g$ changes. Slow pumping breaks the proportionality between signal and rate, so the recorded peak need not lie at $T_p$. A nonlinear ramp makes $\beta=dT/dt$ a function of $T$. The rate per second $R=\nu\theta e^{-E/kT}$ then obeys $dR/dt=R\,[E\beta/kT^2-\nu e^{-E/kT}]$, so $E=kT_pW(\nu T_p/\beta)$ survives with $\beta$ taken at $T_p$, while the closed form for $T_p$ and the proof of a single maximum, which used a constant $\beta$, do not carry over. A measured peak that shifts with $\theta_0$ at fixed $\beta$ contradicts part (a) and shows that the model does not hold, so $kT_pW(A)$ no longer gives the barrier exactly. The converse is not true. A prefactor that varies as $T^m$, slow pumping at a constant pumping speed, and readsorption with a sticking probability independent of coverage all leave the equations linear, so the whole signal scales with $\theta_0$. The peak is then displaced by the same amount for every $\theta_0$, and a peak that does not shift is no proof that the formula applies.

## Table of computed values

```
k = 8.617333e-05 eV/K; 1 eV = 96.4853 kJ/mol
Tp = 400.0 K, nu = 1.0e+13 1/s, beta = 1.0 K/s
kTp = 0.034469 eV
A = nu Tp/beta = 4.000e+15; L = ln A = 35.92507
x = W(A) = 32.44551; ln x = 3.47956; 1/x = 0.03082
E exact = 1.11838 eV = 107.91 kJ/mol
E from simulated spectrum = 1.11838 eV
L - 3.64 = 32.28507; ln x - 3.64 = -0.16044
E Redhead 3.64 = 1.11284 eV = 107.37 kJ/mol
error 3.64 = -5.53 meV = -0.53 kJ/mol; -0.494 %
E with 3.46 = 1.11905 eV; error 0.67 meV; 0.060 %
forward problem for E Redhead: argument = 1.7968e+08, W = 16.22042
peak produced by E Redhead = 398.079 K
first order, T0 = 100 K, theta0 = 1.0: peak 400.000 K
first order, T0 = 200 K, theta0 = 0.1: peak 400.000 K
first order, T0 = 390 K, theta0 = 0.5: peak 400.000 K
second order, theta0 = 1.0 and 0.1: peaks 399.36 K and 427.82 K
x e^x E2(x) = 0.94345; theta_p/theta0 = 0.38928; 1/e = 0.36788
iterates x0..x4: 38.09184, 32.28507, 32.45047, 32.44536, 32.44551
error ratio of iterates 3 and 2 = -0.03082
nu/beta (1/K), L, x, ln x, E (eV), E_R (eV), error 3.64 (%), error 3.46 (%)
1e+08 24.412 21.351 3.061 0.7360 0.7160 -2.71 -1.87
1e+10 29.017 25.768 3.249 0.8882 0.8747 -1.52 -0.82
1e+12 33.622 30.214 3.408 1.0415 1.0335 -0.77 -0.17
1e+13 35.925 32.446 3.480 1.1184 1.1128 -0.49 +0.06
1e+14 38.228 34.681 3.546 1.1954 1.1922 -0.27 +0.25
1e+16 42.833 39.165 3.668 1.3500 1.3510 +0.07 +0.53
3.64 exact at x0 = 38.092, nu/beta = 3.33e+15 1/K, E = 1.3130 eV
largest positive error = 0.966 % at x = 103.54
error -1 % at x = 28.613, nu/beta = 1.91e+11 1/K
x/(1+x) = 0.97010; dE/dln(nu) = 33.44 meV
ln(10) dE/dln(nu) = 77.0 meV
nu x 10 raises E by 77.1 meV (6.89 %)
ratio of that shift to the 3.64 error = 13.9
dE/dTp = 2.880 meV/K; 3.64 error equals 1.92 K in Tp
```
